# Adatom Pair Energies from Channel Histograms, and the Slab Cell They Require

## The decision: how long a cell, and how well converged

A slab calculation of two adatoms in a surface channel needs a cell length along the channel and a convergence target for the total energies. If the cell is too short, each adatom also feels the periodic copies of its partner. If the target is too loose, the computed pair energy cannot be compared with a measured one. Both choices depend on the range of the pair energy and on how accurately it is known. An equilibrium histogram of adatom distances supplies both, once the number of ways to place the pair has been divided out.

## What the histogram contains

Take a straight channel with sites $1,\dots,N$. Two adatoms of one species occupy different sites and stay in the channel. All sites have the same single-adatom energy, and $E(r)$ is the pair energy at a separation of $r$ sites. Negative $E$ means attraction relative to distant adatoms.

If the left adatom is on site $i$, the right one is on $i+r$. The condition $i+r\le N$ leaves $i=1,\dots,N-r$, so there are $N-r$ placements. Labelling the adatoms would double this number at every $r$, and the factor would cancel on normalization. Each placement has the Boltzmann weight $e^{-E(r)/kT}$, hence

$$P(r)=\frac{(N-r)e^{-E(r)/kT}}{Z},\qquad Z=\sum_{s=1}^{N-1}(N-s)e^{-E(s)/kT}.$$

Hopping brings the pair to this distribution if its rates obey detailed balance, $\pi_xk_{xy}=\pi_yk_{yx}$, where $\pi_x$ is the Boltzmann probability of configuration $x$. The flows between any two configurations then cancel. Single hops connect all configurations, so the stationary distribution is unique. The barriers affect how long equilibration takes, but not $P(r)$.

Without interaction, $Z=N(N-1)/2$ and $P(r)=2(N-r)/[N(N-1)]$. The mean separation is then

$$\langle r\rangle=\frac{2}{N(N-1)}\left[\frac{N^2(N-1)}{2}-\frac{(N-1)N(2N-1)}{6}\right]=\frac{N+1}{3}.$$

For $N=20$ this is 7 sites. Short distances are favoured by counting alone, which $-kT\ln P(r)$ would present as an attraction. Its false term, $-kT\ln(N-r)$, has the slope $kT/(N-r)$ per site and rises by $kT\ln(N-1)$ over the whole channel. At fixed $r$ the slope vanishes as $N\to\infty$, but the division is still needed in a long channel. If the zero of energy is taken from all larger separations, the mean number of placements there is about $N/2$, against nearly $N$ at small $r$. Without the division, energies at small $r$ would therefore remain too low by about $kT\ln2$.

## The inversion and its zero

Let $n_r$ of $M$ images show separation $r$. Taking the logarithm of $P(r)$ gives $E(r)=-kT\ln[P(r)/(N-r)]-kT\ln Z$. The last term is an unknown constant, so a histogram determines energy differences only. To fix the zero, choose a set $R$ of large separations and define $n_R=\sum_Rn_s$ and $g_R=\sum_R(N-s)$. The estimate is

$$\hat E(r)=-kT\ln\frac{n_r/(N-r)}{n_R/g_R}.$$

For many images, $n_r/(N-r)\to Me^{-E(r)/kT}/Z$ and $n_R/g_R\to (M/Z)B_R$, with $B_R=\sum_R(N-s)e^{-E(s)/kT}/g_R$. The factor $M/Z$ cancels:

$$\hat E(r)\to E(r)+kT\ln B_R .$$

If $E$ vanishes in $R$, then $B_R=1$ and the zero is correct. Otherwise all energies shift together and their differences survive.

This inversion was tested on equilibrium distributions obtained by solving the hopping equations, for channels of 12 and 20 sites. Two rate rules were used, $e^{-\Delta E/2kT}$ and $\min(1,e^{-\Delta E/kT})$, where $\Delta E$ is the energy change in a hop. The largest error was $1.4\times10^{-13}$ meV.

## Worked example

Take $N=20$, $T=330$ K ($kT=28.44$ meV) and a site spacing of 0.27 nm. The chosen pair energies are 40, −60, 20, −10 and 5 meV for $r=1$ to 5, and zero beyond. One simulated experiment has $M=2000$ images, with a 30 s anneal between images. The reference set is $r\ge6$, with $g_R=14+13+\dots+1=105$ and $n_R=688$, or 6.552 images per placement.

At $r=1$ there are 32 images for 19 placements:

$$\hat E(1)=-28.44\ln\frac{32/19}{6.552}=38.6\ \text{meV}.$$

At $r=2$ there are 973 images for 18 placements, which gives −60.0 meV. The next three values are 23.4, −12.6 and 1.0 meV.

Without the division, the reference is the mean count per bin, $688/14=49.1$, and $r=1$ gives $-28.44\ln(32/49.1)=12.2$ meV. Most of the repulsion has disappeared. At $r=19$, where the chosen energy is zero, the undivided result is 65.0 meV; division reduces it to 7.7 meV, with a standard error of about 11 meV.

## Statistical error

For independent images the counts are multinomial. With $p_r=P(r)$ and $p_R=\sum_RP(s)$, the variance of $n_r$ is $Mp_r(1-p_r)$, and its covariance with $n_R$ is $-Mp_rp_R$ for $r$ outside $R$. To first order,

$$\hat E-E=-kT\left(\frac{\delta n_r}{Mp_r}-\frac{\delta n_R}{Mp_R}\right),$$

$$\sigma^2=(kT)^2\left[\frac{1-p_r}{Mp_r}+\frac{1-p_R}{Mp_R}+\frac2M\right]=(kT)^2\left[\frac1{Mp_r}+\frac1{Mp_R}\right].$$

For $r$ inside $R$ the covariance is $Mp_r(1-p_R)$, and the same algebra gives $1/(Mp_r)-1/(Mp_R)$ in the bracket. In practice $Mp_r$ is replaced by $n_r$. At $r=1$ this gives $28.44\sqrt{1/32+1/688}=5.1$ meV, and at $r=2$ it gives 1.4 meV. Attractive separations are measured more accurately because they are visited more often.

The logarithm also causes a bias. To second order, $\langle\ln n\rangle=\ln(Mp)-(1-p)/(2Mp)$. Subtracting the reference term cancels the parts independent of $p$:

$$\langle\hat E\rangle-E=\frac{kT}{2}\left[\frac1{Mp_r}-\frac1{Mp_R}\right].$$

With expected counts of 30.8 and 695.7, the formulas give a spread of 5.23 meV and a bias of 0.44 meV at $r=1$. A simulation of 400,000 experiments gave 5.37 and 0.46 meV.

If a bin is empty, the data give a lower bound on the energy. The chance of no count is $(1-p_r)^M\approx e^{-Mp_r}$, which falls to 5% when $Mp_r=-\ln0.05=3.00$. With the expected reference count, an empty bin at $r=1$ would mean

$$E(1)>-28.44\ln\frac{3.00/19}{695.7/105}=106\ \text{meV}$$

at 95% confidence. Recomputing the histogram with this energy gave a 4.8% chance of an empty bin.

## Images that remember each other

Let $f(x)$ equal $1/p_r$ for configurations at separation $r$, $-1/p_R$ for those in $R$, and zero otherwise, with $r$ outside $R$. Its equilibrium mean is $1-1=0$. To first order, $\hat E-E=-(kT/M)\sum_tf(x_t)$, where $t$ numbers the images.

Let $T_{xy}$ be the probability of going from $x$ to $y$ between images. Detailed balance makes $S_{xy}=\sqrt{\pi_x}\,T_{xy}/\sqrt{\pi_y}$ symmetric, with orthonormal eigenvectors $v_j$ and eigenvalues $\lambda_j$. With $a_j=\sum_x\sqrt{\pi_x}f(x)v_j(x)$, the correlation over $m$ intervals is $\langle f_0f_m\rangle=\sum_ja_j^2\lambda_j^m$. The mode with $\lambda=1$ has $v=\sqrt\pi$ and drops out because $f$ has zero mean. For a record much longer than the relaxation time,

$$\sigma^2=\frac{(kT)^2}{M}\sum_ja_j^2\left(1+2\sum_{m\ge1}\lambda_j^m\right)=\frac{(kT)^2}{M}\sum_ja_j^2\,\frac{1+\lambda_j}{1-\lambda_j}.$$

For a hop barrier of 0.8 eV and an attempt rate of $10^{13}$ s$^{-1}$, the slowest relaxation time is 12.4 s. Over 30 s its correlation falls to 0.088. The other modes decay faster, so the variance grows by a factor of at most $1.088/0.912=1.19$, and the error by at most 9.3%. At $r=1$ the predicted spread remains 5.23 meV; 2000 simulated correlated experiments gave 5.36 meV.

The actual growth is much smaller than this bound. The slowest mode changes sign when the channel is reflected end to end, while the separation does not, so its $a_j$ is zero. The slowest mode that does enter relaxes in 5.1 s. Even a 12.4 s anneal would raise the error by less than 4% at any separation.

If the two ends of a channel differ, this symmetry is lost and the slowest mode can contribute. The general bound for an anneal of one relaxation time, with $\lambda=e^{-1}$, is a factor of $\sqrt{1.368/0.632}=1.47$ in the error. Two to three relaxation times are then a cautious choice.

## From the histogram to the cell length

Let the periodic cell be $L$ sites long and wide enough that neighbouring channels do not interact. Assume that the adatom energies add in pairs. The clean slab has energy $E_0$, and an isolated adatom adds $a$. With one adatom per cell,

$$E_1=E_0+a+\sum_{m\ge1}E(mL),$$

because each adatom has copies on both sides and each bond is shared by two cells. With two adatoms per cell,

$$E_2(r)=E_0+2a+2\sum_{m\ge1}E(mL)+\sum_{m=-\infty}^{\infty}E(|r+mL|).$$

The self-image terms cancel in the usual combination:

$$E_2(r)+E_0-2E_1=E(r)+E(L-r)+E(L+r)+\dots$$

The leading error is the pair energy at the distance $L-r$ to the nearest copy of the partner. With the example's energies, a cell of $L=6$ gives $-60-10=-70$ meV at $r=2$ and $20+20=40$ meV at $r=3$. The first error is seven times the statistical error of 1.4 meV.

If the interaction is negligible beyond $r_c$, separations up to $r_c$ require $L-r_c>r_c$, or $L\ge2r_c+1$. Here $r_c=5$, so $L\ge11$ sites, or 3.0 nm. An alternative is to subtract a distant pair in the same cell, $E_2(r)-E_2(r_0)$, which removes $E_0$, $a$ and the self-image terms. Both $r_0$ and $L-r_0$ must then exceed $r_c$, so $L\ge2r_c+2=12$ sites, or 3.2 nm.

The histogram limits how well $r_c$ is known. Single bins from $r=6$ to 12 have errors of about 3 to 4 meV, so a weaker tail would be hidden in any one of them. The value of 7.7 meV at $r=10$ is 2.3 standard errors from the chosen zero and is noise. Merging neighbouring bins reduces the error if the tail keeps one sign, but it can average away a tail that alternates between attraction and repulsion. If the sign may alternate, more images are needed to decide whether such a value justifies a longer cell.

## How tightly to converge the energies

Suppose each total energy is converged to within $\pm\epsilon$ in cutoff, $k$-point mesh and slab thickness. The four-energy combination can then be wrong by $\epsilon+\epsilon+2\epsilon=4\epsilon$, and the same-cell difference by $2\epsilon$. To keep this below 1 meV, and so below the best statistical error here, $\epsilon$ must be at most 0.25 or 0.5 meV respectively. These are worst-case limits. Errors common to both energies cancel in the same-cell difference, so it is better to converge the difference itself, with cell, cutoff and mesh held fixed between the two separations.

The computed and measured zeros must also agree. If the reference set had started at $r=4$, then

$$B_R=\frac{16e^{10/28.44}+15e^{-5/28.44}+105}{136}=1.032,$$

and every recovered energy would shift by $28.44\ln1.032=0.9$ meV. Applying the same Boltzmann average to the computed energies removes this mismatch.

A static total energy also omits vibrations. In the classical harmonic limit, a mode of frequency $\omega$ contributes a factor proportional to $1/\omega$ to the weight. The histogram therefore returns the free energy

$$E(r)=E_{\rm static}(r)+kT\sum_l\ln\frac{\omega_l(r)}{\omega_l(\infty)}.$$

One mode stiffer by 10% adds $28.44\ln1.10=2.7$ meV, more than the convergence target. The classical form needs $\hbar\omega$ small against $kT$: the quantum shift for the same 10% is 2.9 meV at $\hbar\omega=25$ meV and 7.6 meV at 150 meV, so light adsorbates need the quantum free energy. For a comparison at the meV level, the frequencies of the adatoms, and of any substrate modes they change, must be computed too.

## When $N-r$ is the wrong divisor

If site $i$ has energy $u_i$, the placements are no longer equally likely:

$$P(r)\propto e^{-E(r)/kT}\sum_{i=1}^{N-r}e^{-(u_i+u_{i+r})/kT}\propto e^{-E(r)/kT}A(r),\qquad A(r)=\sum_{i=1}^{N-r}q_iq_{i+r}.$$

Here $q_i$ is the occupation of site $i$ by a single adatom, which can be measured in the same channel. The divisor $N-r$, and its sum in $g_R$, are replaced by $A(r)$.

With both end sites 30 meV less favourable, dividing by $N-r$ shifts $r=1$ by −3.3 meV and $r=19$ by 54.7 meV. At $r=19$ both adatoms sit on end sites, which costs 60 meV; the depleted reference set takes back 5.3 meV. Division by $A(r)$, with Boltzmann occupations, restored the chosen energies to rounding error.

## Beside a real channel

The spacing, barrier and attempt rate are rough typical values for metal adatoms on W(211), whose atomic rows confine motion to one dimension. The pair energies are chosen and describe no particular element. The 2000 anneals take 17 hours, a long series. With 200 images the error at $r=1$ would be about $\sqrt{10}$ times larger, near 17 meV, and with only three expected counts the error formula itself becomes unreliable.

Real surfaces do not cool instantly, and hopping continues while they do. In the model, cooling at 50 K/s shifts the recovered energies at $r=1$, 2 and 3 by 10.8, −0.8 and 7.1 meV. At 5 K/s the shifts are 17.3, −2.4 and 11.6 meV. These numbers depend on the assumed rule that half of each energy change enters the barrier. The rule gives barriers of 750 and 760 meV for hops into $r=2$ from $r=1$ and 3, against 850 and 840 meV for the reverse hops. As the surface cools, hops into $r=2$ therefore slow down less than hops out of it, which depletes $r=1$ and 3. If instead the whole energy change is added to the barriers of uphill hops and downhill barriers stay at 800 meV, the shifts at 50 K/s fall to 4.6 meV at $r=1$ and 3.8 meV at $r=3$.

At the repulsive separations $r=1$ and 3, and for cooling at 5 to 50 K/s, cooling is the largest of the neglected effects sized here. At these rates it exceeds the statistical error with the half-and-half barrier rule; with the uphill rule it is slightly smaller at 50 K/s and larger at 5 K/s (11.1 and 7.7 meV). Faster cooling shrinks it: at 500 K/s the half-and-half shifts are 3.6 and 2.4 meV, below the statistical error, and the uphill shifts are under 1 meV. At $r=2$ it is smaller than the vibrational and end-site shifts. A thermometer reading 5 K too high scales all energies by $335/330$, which moves the minimum by only −0.9 meV. Unless the surface is cooled much faster than 50 K/s, a disagreement of 10 meV at a repulsive separation is therefore no reason by itself to tighten the electronic-structure settings. The computed energies should first be put through a hopping model with the actual cooling rate and, where possible, computed hop barriers, and the resulting histogram compared with the measured one. The numerical output lists all bins of the simulated experiment.

## Computed values

```
Sites N = 20, spacing = 0.27 nm (rough)
End-to-end distance = 5.13 nm
T = 330 K, kT = 28.44 meV
Hop barrier = 0.8 eV, attempt rate = 1e+13 1/s (rough)
Hop rate per direction, free adatom = 6.06 1/s
Images = 2000, anneal between images = 30 s
Reference set r >= 6: placements = 105, images = 688
Largest inversion error, exact histograms = 1.4e-13 meV
One simulated experiment; energies and errors in meV
(err1: from counts, independent images; err2: with correlation)
 r  N-r count undivided recovered  err1  err2 chosen
 1   19    32      12.2      38.6   5.1   5.2   40.0
 2   18   973     -84.9     -60.0   1.4   1.4  -60.0
 3   17    49       0.1      23.4   4.2   4.0   20.0
 4   16   163     -34.1     -12.6   2.5   2.6  -10.0
 5   15    95     -18.7       1.0   3.1   3.3    5.0
 6   14    91     -17.5       0.2   2.8   2.7    0.0
 7   13    81     -14.2       1.4   3.0   2.9    0.0
 8   12    85     -15.6      -2.2   2.9   3.0    0.0
 9   11    65      -8.0       2.9   3.4   3.2    0.0
10   10    50      -0.5       7.7   3.9   3.3    0.0
11    9    53      -2.1       3.0   3.8   3.5    0.0
12    8    64      -7.5      -5.7   3.4   3.8    0.0
13    7    51      -1.1      -3.0   3.8   4.0    0.0
14    6    40       5.9      -0.5   4.4   4.4    0.0
15    5    30      14.0       2.5   5.1   4.8    0.0
16    4    29      15.0      -2.9   5.2   5.4    0.0
17    3    28      16.0     -10.1   5.3   6.3    0.0
18    2    16      31.9      -5.7   7.0   7.7    0.0
19    1     5      65.0       7.7  12.7  11.0    0.0
Span of false term kT ln(N-1) = 83.7 meV
Expected count at r=1 = 30.8, in reference set = 695.7
r=1 spread, independent: formula 5.23, simulated 5.37 meV
r=1 bias, independent: formula 0.441, simulated 0.455 meV
r=1 spread, correlated: formula 5.23, simulated 5.36 meV
r=2 spread, correlated: formula 1.41, simulated 1.44 meV
Slowest relaxation time = 12.4 s
Slowest-mode correlation between images = 0.088
Empty bin r=1: E(1) > 106.3 meV (95%)
Chance of empty bin at that energy = 0.0478
Reference started at r=4: common shift = 0.89 meV
End sites +30 meV: shift r=1 -3.3, r=2 -3.2, r=19 54.7 meV
Same, after site-weighted division: error = 6.4e-14 meV
Cooling 50 K/s: shift r=1 10.8, r=2 -0.8, r=3 7.1 meV
Cooling 5 K/s: shift r=1 17.3, r=2 -2.4, r=3 11.6 meV
T too high by 5 K: shift r=2 = -0.91 meV
One mode 10% stiffer in frequency: shift = 2.71 meV
```
